# Dimer search and Hessian certification of silicon-interstitial saddles

## Two coordinates and one reversed force

Take an energy with a single stationary point at the origin,

\[
E(x,y)=\tfrac12\lambda_1x^2+\tfrac12\lambda_2y^2,\qquad \lambda_1<\lambda_2 .
\]

The force is \((-\lambda_1x,\,-\lambda_2y)\). If \(\lambda_1<0<\lambda_2\), the origin is a mountain pass, and ordinary descent runs away from it along \(x\). Reversing the \(x\) component gives

\[
F_{\rm eff}=(\lambda_1x,\,-\lambda_2y),
\]

which points back to the origin in both coordinates. The pass has become an attractor, and no knowledge of the valley beyond it was needed.

Now let both curvatures be negative, so that the origin is a hilltop. The \(x\) component still attracts, but the \(y\) component, \(-\lambda_2y=|\lambda_2|y\), repels. A generic start leaves the hilltop. A start with \(y=0\) does not: it slides along the \(x\) axis and stops where the force is zero and the curvature along \(x\) is negative. Those two facts also hold at a pass. What distinguishes the points is the sign of \(\lambda_2\), which a probe along \(x\) never sees.

A silicon interstitial in a periodic cell poses the same problem in 195 coordinates. Minimizing the size of the force is a poor remedy, because minima, passes and hilltops all have zero force. The scheme must reverse the force along the right direction and then count the negative curvatures.

## Which points attract the search

Let \(x\) collect all atomic coordinates, \(g=\nabla E\), and \(H\) be the Hessian, the matrix of second derivatives. Its eigenvalues are \(\lambda_1\le\lambda_2\le\dots\), with unit eigenvectors \(v_i\), after uniform translations have been removed. The index is the number of negative eigenvalues; a first-order saddle has index one. With \(n\) the unit vector of lowest curvature,

\[
F_{\rm eff}=-g+2(g\cdot n)n=-(I-2nn^{T})g .
\]

The matrix \(I-2nn^T\) is a reflection: it changes the sign of the component along \(n\) and preserves length. Hence \(|F_{\rm eff}|=|g|\), even if \(n\) is inaccurate. A badly aligned dimer may travel badly, but it creates no false zero of the force.

Near a stationary point write the displacement as \(y=\sum_i y_iv_i\). Then \(g=Hy+O(y^2)\). If \(\lambda_1\) is separate from \(\lambda_2\), the lowest mode varies smoothly, so \(n=v_1+O(y)\). This change in \(n\) multiplies a gradient that is already of order \(y\), and therefore enters at second order. To first order,

\[
F_{{\rm eff},1}=+\lambda_1y_1,\qquad
F_{{\rm eff},i}=-\lambda_iy_i\quad(i\ge2).
\]

All components restore if \(\lambda_1<0<\lambda_2\). If \(\lambda_2<0\), at least one repels. The same holds when the point moves with inertia and friction \(\gamma>0\). A component with force \(\mu y\) obeys \(\ddot y+\gamma\dot y=\mu y\), and its exponents satisfy \(s^2+\gamma s-\mu=0\). Their sum is \(-\gamma\) and their product \(-\mu\). For \(\mu<0\) both have negative real parts; for \(\mu>0\) one is positive.

A converged dimer is thus repelled by higher-order saddles with a separate lowest mode, and Hessian analysis guards against the exceptions. If \(\lambda_1=\lambda_2\), \(n\) has no unique limit and the linear argument gives no verdict.

Symmetry supplies another exception. Suppose a symmetry operation \(S\) leaves the configuration unchanged, so \(Sg=g\), while the lowest mode is odd, \(Sn=-n\). Since \(S\) preserves scalar products,

\[
g\cdot n=(Sg)\cdot(Sn)=-g\cdot n=0 .
\]

The reflection then does nothing, and the search descends among symmetric configurations, possibly to a point of high index. As with the start at \(y=0\), symmetry confines the search and hides the directions that lead out.

## Finding the direction without a Hessian

The dimer consists of two images, \(x+hn\) and \(x-hn\). Expanding their gradients,

\[
g(x\pm hn)=g(x)\pm hHn+\tfrac12h^2q+O(h^3),
\]

where \(q\) contains third derivatives. Subtraction removes both \(g(x)\) and \(q\):

\[
Hn=\frac{g(x+hn)-g(x-hn)}{2h}+O(h^2),\qquad C=n\cdot Hn .
\]

The curvature \(C\) costs two gradients. Here \(h=2.0\times10^{-4}\) nm.

To lower \(C\), turn \(n\) toward a perpendicular unit vector \(t\), so that \(d(\varphi)=n\cos\varphi+t\sin\varphi\). Let \(a=n\cdot Hn\), \(b=n\cdot Ht\) and \(c=t\cdot Ht\). Because \(H\) is symmetric,

\[
\begin{aligned}
C(\varphi)&=a\cos^2\varphi+2b\sin\varphi\cos\varphi+c\sin^2\varphi\\
&=\frac{a+c}{2}+\frac{a-c}{2}\cos2\varphi+b\sin2\varphi .
\end{aligned}
\]

The last two terms are the scalar product of \(((a-c)/2,\,b)\) with the unit vector at angle \(2\varphi\). The product is smallest when the two are opposite:

\[
2\varphi_{\min}=\operatorname{atan2}(2b,\,a-c)+\pi .
\]

For a random dimer at the 5.122 eV saddle found below, called the main saddle, this gives 137.03°. A scan in steps of 1°, using energies alone, has its minimum at 137°.

The natural choice is \(t\propto Hn-Cn\), the part of \(Hn\) that would turn the dimer. It vanishes at any eigenvector, so a start with no component along \(v_1\) could settle on a higher mode; a random component avoids that trap. One plane at a time is slow when stiff bonds and soft modes coexist. The scheme therefore keeps the earlier directions as an orthonormal set \(V\), diagonalizes the small matrix \(V^THV\), and takes its lowest eigenvector. With two directions this reduces to the angle formula.

## Moving the dimer

Close to a minimum \(C>0\). There \(F_{\rm eff}\) also climbs along \(n\), but only weakly, because \(g\) is small. The scheme instead climbs along \(n\) alone, with force \((g\cdot n)n\), whose size is kept at 5 eV/nm or more. Once \(C<0\), it uses \(F_{\rm eff}\).

The point moves with unit mass. While \(F\cdot v>0\), the velocity is partly turned toward the force,

\[
v\leftarrow(1-\alpha)v+\alpha|v|F/|F| ,
\]

with \(\alpha=0.1\) initially; after several such steps in a row, the time step is slowly raised and \(\alpha\) lowered. Otherwise \(v\) is set to zero, the time step halved and \(\alpha\) reset. The time step stays within fixed limits. Then \(v\leftarrow v+F\,\Delta t\) and \(x\leftarrow x+v\,\Delta t\), with the total displacement per step capped at 0.015 nm. The search stops when \(C<0\) and every gradient component is below 0.1 eV/nm.

A search begins at a minimum. Atoms within 0.30 nm of the interstitial receive random displacements with standard deviation 0.015 nm per component, and the mean displacement is removed. The kick also supplies the first \(n\). No final state enters.

## Why the stopped point needs a count

The stopped point is refined by Newton's method. Setting the linearized gradient \(g+H\,\Delta x\) to zero gives

\[
\Delta x=-\sum_i\frac{v_i\cdot g}{\lambda_i}v_i .
\]

For a quadratic energy this step lands on the stationary point whatever the signs of the \(\lambda_i\). Newton refinement sharpens a point but does not choose its order, so the count must come after it.

The full Hessian is built by displacing each coordinate both ways, which takes \(2\times195=390\) gradients. A uniform translation \(T\) leaves the energy unchanged, so \(HT=0\). These three zero modes are projected out before counting. Finite differences leave a residue in \(HT\), here at most \(1.2\times10^{-4}\) eV/nm² at the main saddle. The threshold \(\tau=1\) eV/nm² is far above it. A point is accepted if one eigenvalue lies below \(-\tau\) and none lies between \(-\tau\) and \(\tau\).

Once the \(v_i\) are known, the count can be checked with energies alone, through \([E(x+hv_i)+E(x-hv_i)-2E(x)]/h^2\). At the main saddle, the 192 values obtained with \(h=10^{-4}\) nm differ from the eigenvalues by at most \(1.7\times10^{-3}\) eV/nm², and one is negative.

The index does not depend on the masses. With \(M\) the diagonal mass matrix and \(z=M^{1/2}y\), one has \(z^TM^{-1/2}HM^{-1/2}z=y^THy\). The invertible change of variables maps every subspace on which the energy curves downward to one of equal dimension.

## The silicon model

The Stillinger-Weber potential contains pair and angular terms. With \(r_c=1.8\sigma\) and \(r<r_c\),

\[
\begin{aligned}
E={}&\sum_{i<j}A\varepsilon\left[B(\sigma/r_{ij})^4-1\right]e^{\sigma/(r_{ij}-r_c)}\\
&+\sum_i\sum_{j<k}\Lambda\varepsilon\,w_jw_k\left(u_j\cdot u_k+\tfrac13\right)^2 .
\end{aligned}
\]

Here \(u_j\) is the unit vector from atom \(i\) to neighbour \(j\), and \(w_j=e^{1.2\sigma/(r_{ij}-r_c)}\). The parameters are \(\varepsilon=2.1683\) eV, \(\sigma=0.20951\) nm, \(A=7.049556277\), \(B=0.6022245584\) and \(\Lambda=21\).

The triplet sum can be avoided. Define \(S=\sum_jw_j\), \(V=\sum_jw_ju_j\) and \(Q=\sum_jw_ju_ju_j^T\). Expanding the square and summing over all ordered pairs, including \(j=k\), gives \(Q{:}Q+\tfrac23V^2+\tfrac19S^2\), where \(Q{:}Q\) is the sum of the squared elements of \(Q\). Each diagonal term equals \((4/3)^2w_j^2\). Removing these terms and halving the rest leaves

\[
U_i=\frac{\Lambda\varepsilon}{2}\left[Q{:}Q+\frac23V^2+\frac19S^2-\frac{16}{9}\sum_jw_j^2\right].
\]

For the gradient, vary one neighbour:

\[
\begin{aligned}
dU_i=\Lambda\varepsilon\Big[&\left(u_j\cdot Qu_j+\tfrac23V\cdot u_j+\tfrac19S-\tfrac{16}{9}w_j\right)dw_j\\
&+w_j\left(2Qu_j+\tfrac23V\right)\cdot du_j\Big],
\end{aligned}
\]

with \(du_j=(I-u_ju_j^T)\,dr_j/r_j\). On a randomly distorted cell, the moment form and an explicit triplet sum agree to \(2.3\times10^{-13}\) eV.

In the perfect crystal \(u_j\cdot u_k=-1/3\), so the angular energy vanishes. The lattice constant is 0.54309 nm and the energy \(-4.3366\) eV per atom. The defect cell has 64 lattice atoms and one interstitial at fixed volume. Formation energies are \(E_f=E-65\,e_{\rm crystal}\).

## What ten searches found

Relaxation from a perturbed tetrahedral site gives minimum A, with \(E_f=5.189\) eV. A perturbed split-⟨110⟩ pair gives minimum B, at 4.615 eV. Five searches started from each.

All ten converged to index one, using between 346 and 652 gradients. One Hessian therefore costs about as much as a search. The five from A reached a saddle at 5.239 eV. Four from B reached one at 4.621 eV, and one reached a third at 5.122 eV. The count rejected none of these ten results, as the stability argument leads one to expect.

Points relaxed within high symmetry behave differently. The tetrahedral point is a minimum. The bond-centred point has index two, with equal lowest eigenvalues of \(-78.1\) eV/nm², so it belongs to the case that the linear argument leaves open. The hexagonal point, at 6.755 eV, has index three:

\[
(\lambda_1,\lambda_2,\lambda_3)=(-920.6,\,-275.1,\,-275.1)\ \text{eV/nm}^2 .
\]

A dimer placed there reports zero force and a curvature of \(-920.5\) eV/nm², and would be accepted on that evidence. The Hessian rejects it.

The dynamics agrees with the verdict. For a small displacement along the second mode, the measured slope of the dimer force is \(+275.11\) eV/nm², which is repulsion. At the 5.122 eV saddle the first two slopes are \(-269.32\) and \(-50.27\) eV/nm², both attractive. A dimer displaced from the hexagonal point by 0.01 nm along its second mode, with a random addition of 0.003 nm, went to a first-order saddle at 4.769 eV.

None of the ten searches had found that saddle. Certification establishes the order of a point in hand; it says nothing about points not visited.

## The same trap on the way down

To learn what a saddle connects, displace it by \(\pm0.005\) nm along \(v_1\) and descend. A loose stopping rule can fail here. From the 5.122 eV saddle, one descent halted at 4.6194 eV when its gradient components fell below 0.1 eV/nm. Newton refinement from there gave a point at 4.6196 eV whose Hessian has one negative eigenvalue, so the halt was not at a minimum. The refinement was not shown to reach zero gradient, and the region may be a flat shoulder rather than a saddle. Continued to 0.005 eV/nm, the descent reached a minimum at 4.6151 eV, which its energy identifies as B or a symmetry copy of B.

End states therefore need the same count. If a tight descent still ends on a point that is not certified as a minimum, the scheme descends from both sides of that point along its lowest mode and keeps the nearer end. This happened once for the saddle at 4.621 eV, which leads to minima at 4.602 and 4.615 eV, and once for that at 5.239 eV, which leads to 4.615 and 5.189 eV. In these two cases the computed descent stalled short of a certified minimum, so a single passage between the two minima has not been shown. The descent also has inertia, so its track need not be the path of steepest descent.

The saddle at 5.122 eV met no intermediate saddle. It joins B to a minimum at 3.859 eV, which was not among the inputs and lies 0.757 eV below B. The largest atomic displacement between the two is 0.107 nm.

## From a certified saddle to a rate

A harmonic rate needs a starting well that holds the atom. At 1000 K, \(kT=0.08617\) eV. Of the three saddles, the one at 5.122 eV has both barriers above \(2kT=0.172\) eV:

\[
E_b=5.1221-3.8585=1.2636\ \text{eV},\qquad
E_{\rm reverse}=0.5070\ \text{eV}.
\]

In classical transition-state theory, the escape rate is the mean one-way speed through the dividing surface times the probability density there. For equal masses \(m\), that speed factor is \(\sqrt{kT/2\pi m}\). Each harmonic coordinate of stiffness \(k_i\) contributes \(\sqrt{2\pi kT/k_i}\) to a configuration integral. The minimum has 192 such factors; the surface through the saddle has 191, with stiffnesses \(k'_i\). One factor of \(\sqrt{2\pi kT}\) survives in the denominator:

\[
\Gamma=\sqrt{\frac{kT}{2\pi m}}\,\frac{1}{\sqrt{2\pi kT}}\,
\frac{\prod_{i=1}^{192}\sqrt{k_i}}{\prod_{i=1}^{191}\sqrt{k'_i}}\;e^{-E_b/kT}.
\]

The temperature cancels from the prefactor. With \(\nu_i=\sqrt{k_i/m}/2\pi\),

\[
\Gamma=\nu_0e^{-E_b/kT},\qquad
\nu_0=\frac{\prod_{i=1}^{192}\nu_i}{\prod_{i=1}^{191}\nu'_i}.
\]

A point of index two would leave 190 positive modes, and \(\nu_0\) would not even have the dimension of a frequency. The index condition is part of the rate formula.

For the example,

\[
\Gamma=43.4\ \text{THz}\times e^{-1.2636/0.08617}\approx1.9\times10^{7}\ \text{s}^{-1}.
\]

This is the rate of leaving the deeper well through one saddle. It is not the well's total escape rate: equivalent exits and other saddles are not added, and crossings that return at once are not subtracted. The omission is large. A saddle at 4.769 eV, the energy reached earlier from the hexagonal point, also leads out of this well, over a barrier of 0.91 eV, and its Boltzmann factor at 1000 K is about 60 times larger. Nor is 1.26 eV a migration barrier: long-range motion requires a connected chain of events, whose highest saddles these searches have not established.

## How far the number can be trusted

Enlarging the cell to 216+1 atoms raises the barrier to 1.307 eV. The saddle keeps index one, and its unstable direction has an overlap of 0.998 with that of the small cell. Both formation energies fall, the saddle by 0.106 eV and the minimum by 0.149 eV; the difference is the 0.044 eV increase in the barrier. With the prefactor held fixed, the rate is multiplied by \(e^{-0.0437/0.08617}=0.60\). Two cell sizes do not establish convergence.

A lattice expansion of 0.25%, a rough thermal size, changes the barrier by \(-0.015\) eV. At a stationary point the change of position does not alter the energy to first order, because \(g=0\). The response to the angular strength is therefore

\[
\frac{dE}{d\ln\Lambda}=E_{\rm angular}.
\]

The difference between saddle and minimum gives a slope of about \(-0.004\) eV in the barrier per 1% increase in \(\Lambda\). This holds for small changes only: over several per cent the relaxation of the atoms adds a second-order term that can be as large as the linear one, and the prefactor changes as well. This measures sensitivity within one potential, not that potential's error.

Quantum effects are smaller. For a mode with \(u=h\nu/kT\), summing the levels gives \(1/(2\sinh(u/2))\), against the classical \(1/u\). The ratio \((u/2)/\sinh(u/2)\), taken over the saddle modes and divided by the same product for the minimum, multiplies the rate by 1.016. For tunnelling, the parabolic-barrier transmission \(1/(1+e^{-2\pi z/u})\), with \(z\) the energy above the top in units of \(kT\), is integrated over \(z\) with weight \(e^{-z}\); the classical step at \(z=0\) would give 1. The unstable frequency has magnitude 4.84 THz, so \(u=0.232\), and the factor is 1.002. Anharmonic vibration at 1000 K has not been sized.

In real silicon, 1000 K lies within the range of annealing temperatures. Electronic-structure calculations place the neutral interstitial's formation energy at roughly 3 to 5 eV, depending on the method, and its migration barriers at a few tenths of an eV. The model's tetrahedral and split energies, 5.2 and 4.6 eV, lie just above and near the top of that range, and its minimum at 3.7 eV in the larger cell should not be identified with a real structure on energy alone. Doped silicon also exposes the absence of electrons from the model: the interstitial can change its charge, and with it its stable site and barriers. The potential cannot predict that shift, but a change of 0.3 eV in the barrier would alter the rate at 1000 K by \(e^{0.3/0.08617}\approx33\). This exceeds every correction computed here. The search and the count carry over to a better energy function; the barrier and rate must be recalculated. The numerical output lists the ten searches and the eigenvalues quoted above.

## Calculated quantities

```
Lattice constant: 0.54309 nm; crystal energy: -4.3366 eV/atom
Moment form minus explicit triplet energy: 2.3e-13 eV
Formation energy, minimum A (tetrahedral start): 5.1889 eV
Formation energy, minimum B (split start): 4.6151 eV
Dimer half-length: 2.0e-04 nm; index threshold: 1.0 eV/nm^2
Search 1 from A: 81 steps, 384 gradients, Ef 5.2388 eV, lam1 -54.6, lam2 16.9 eV/nm^2, index 1
Search 2 from B: 90 steps, 441 gradients, Ef 4.6211 eV, lam1 -77.2, lam2 3.9 eV/nm^2, index 1
Search 3 from A: 97 steps, 512 gradients, Ef 5.2388 eV, lam1 -54.6, lam2 16.9 eV/nm^2, index 1
Search 4 from B: 77 steps, 346 gradients, Ef 4.6211 eV, lam1 -77.2, lam2 3.9 eV/nm^2, index 1
Search 5 from A: 91 steps, 438 gradients, Ef 5.2388 eV, lam1 -54.6, lam2 16.9 eV/nm^2, index 1
Search 6 from B: 107 steps, 528 gradients, Ef 4.6211 eV, lam1 -77.2, lam2 3.9 eV/nm^2, index 1
Search 7 from A: 77 steps, 354 gradients, Ef 5.2388 eV, lam1 -54.6, lam2 16.9 eV/nm^2, index 1
Search 8 from B: 81 steps, 504 gradients, Ef 5.1221 eV, lam1 -269.3, lam2 50.3 eV/nm^2, index 1
Search 9 from A: 81 steps, 414 gradients, Ef 5.2388 eV, lam1 -54.6, lam2 16.9 eV/nm^2, index 1
Search 10 from B: 145 steps, 652 gradients, Ef 4.6211 eV, lam1 -77.2, lam2 3.9 eV/nm^2, index 1
Dimer searches: 10 run, 10 converged, 10 accepted as first order
Site tetrahedral: Ef 5.1889 eV, index 0, lam1 53.9, lam2 53.9 eV/nm^2
Site hexagonal: Ef 6.7554 eV, index 3, lam1 -920.6, lam2 -275.1 eV/nm^2
Site bond-centred: Ef 5.7915 eV, index 2, lam1 -78.1, lam2 -78.1 eV/nm^2
Rejected point: Ef 6.7554 eV, index 3, dimer curvature -920.5 eV/nm^2
Rejected point: lam1 -920.6, lam2 -275.1, lam3 -275.1 eV/nm^2
Distinct saddle Ef 4.6211 eV joins minima 4.6019 and 4.6151 eV (saddles met in descent: 1, 0)
Distinct saddle Ef 5.1221 eV joins minima 3.8585 and 4.6151 eV (saddles met in descent: 0, 0)
Distinct saddle Ef 5.2388 eV joins minima 4.6151 and 5.1889 eV (saddles met in descent: 1, 0)
Main saddle, descent stopped at 0.1 eV/nm: Ef 4.6194 eV; after Newton 4.6196 eV, index 1
Main saddle, descent stopped at 0.1 eV/nm: Ef 3.8590 eV; after Newton 3.8585 eV, index 0
Main saddle: Ef 5.1221 eV, barrier 1.2636 eV, reverse 0.5070 eV
Main saddle: lam1 -269.32, lam2 50.27, lam3 93.62 eV/nm^2
Largest atomic displacement between its minima: 0.1074 nm
Translational Hessian error: 1.2e-04 eV/nm^2; energy-curvature error: 1.7e-03 eV/nm^2
Random-start dimer: curvature -269.32 eV/nm^2, overlap with Hessian mode 1.00000
Rotation angle: formula 137.03 deg, energy scan 137 deg
Flow rates at main saddle: -269.32, -50.27 eV/nm^2; at rejected point, mode 2: 275.11 eV/nm^2
Dimer displaced from rejected point: index 1 reached in run 1, Ef 4.7690 eV
Temperature: 1000 K; kT: 0.08617 eV
Harmonic prefactor: 43.440 THz; rate through this saddle: 1.860e+07 1/s
Unstable frequency: 4.841 THz (i)
Rate factors: quantum vibrations 1.0156, tunnelling 1.0023
Barrier change for 0.25 % lattice expansion: -0.0146 eV
Barrier change for +5 % angular strength (first order): -0.0206 eV
216+1 cell: saddle Ef 5.0165 eV, minimum Ef 3.7092 eV, barrier 1.3073 eV
216+1 cell: saddle lam1 -270.6, lam2 47.8 eV/nm^2; mode overlap with small cell 0.998
```
